# Why Auger-Limited Silicon Has Ideality Factor 2/3 and a High Fill Factor

In high injection, the Auger rate is proportional to a product of three carrier densities, and each density grows as $e^{qV/2kT}$. The recombination current therefore grows as $e^{3qV/2kT}$, which is an ideality factor of $2/3$. A radiative event needs one electron and one hole, and its rate grows as $e^{qV/kT}$. If a cell limited by Auger recombination and a cell limited by radiation have the same photocurrent and the same open-circuit voltage, the Auger loss dies away faster as the voltage is lowered from that point. The Auger cell then delivers more current at every voltage between zero and open circuit, so its fill factor is higher.

The comparison is between two cells matched in open-circuit voltage. It does not say that Auger recombination improves a given cell; it lowers that cell's power, as shown below.

## The model

The absorber has thickness $W$. It is uniform, neutral and non-degenerate, with electron density $n$ and hole density $p$. The separation of the two quasi-Fermi levels is the same everywhere and equals $qV$, where $V$ is the terminal voltage and $q>0$; there is no series resistance. The photocurrent density $J_L$ does not depend on voltage. With delivered current counted as positive,

$$J(V)=J_L-qW\,R(V),$$

where $R$ is the net recombination rate per volume. Write $v=qV/kT$. Boltzmann statistics give

$$np=n_i^2e^{v}.$$

High injection means that both densities far exceed the doping. Neutrality then requires $n=p$, and

$$n=p=n_ie^{v/2}.$$

The factor $1/2$ arises because the voltage fixes the product of the densities, and the two share it equally.

## The Auger rate

In one type of Auger event, two conduction electrons with energies $E_1$ and $E_2$ collide. One drops into an empty valence state of energy $E_h$, and the other is raised to $E_3=E_1+E_2-E_h$. The forward rate is proportional to $f_1f_2(1-f_h)(1-f_3)$, where each $f$ is the probability that the state holds an electron. Far from degeneracy $f_1$ and $f_2$ are each proportional to $n$, the hole probability $1-f_h$ is proportional to $p$, and $1-f_3\approx1$. Summing over states gives a forward rate $C_nn^2p$, with $C_n$ independent of the densities if the collision strength is.

The reverse event, impact ionization, has the same matrix element and the weight $f_3f_h(1-f_1)(1-f_2)$. In quasi-equilibrium $f/(1-f)=e^{-(E-\mu)/kT}$, with $\mu=\mu_c$ for conduction states and $\mu=\mu_v$ for valence states. Hence

$$\frac{\text{reverse}}{\text{forward}}
=\exp\!\left[\frac{E_1+E_2-E_3-E_h+\mu_c+\mu_v-2\mu_c}{kT}\right]
=e^{-(\mu_c-\mu_v)/kT}=e^{-v}.$$

The energies cancel by energy conservation. The event with two holes and one electron follows in the same way, with forward rate $C_pnp^2$. The total is

$$R_A=(C_nn+C_pp)\,np\,(1-e^{-v}).$$

The two-electron rate was tested by an explicit sum over states with Fermi occupations, parabolic bands and a smooth model collision strength. For five pairs of quasi-Fermi levels, lying between 7.5 and 21 $kT$ inside the gap, the ratio of the forward rate to $n^2p$ varied by 0.008%. The sum conserves energy but not momentum, and the size of this residue, which comes from slight degeneracy, depends on the model strength: other choices give between 0.0005% and 0.03%.

Now set $n=p$ and $C=C_n+C_p$:

$$R_A=Cn_i^3e^{3v/2}(1-e^{-v}).$$

The local ideality factor $m$ is defined by $1/m=d\ln R/dv$. Once $e^{-v}\ll1$, this gives $1/m=3/2$ and $m=2/3$. The radiative rate is

$$R_R=B(np-n_i^2)=Bn_i^2(e^{v}-1),$$

so $m=1$ once $v\gg1$. Because $R_R$ depends on the product $np$ alone, this holds at any injection level.

## What doping changes

The value $2/3$ belongs to high injection, not to Auger recombination as such. In a p-type base with acceptor density $N$, neutrality gives $p=n+N$, so $dp=dn$. Differentiating $np=n_i^2e^v$ gives

$$(n+p)\frac{dn}{dv}=np .$$

For $v\gg1$, the logarithmic derivative of $R_A$ is then

$$\frac1m=1+\frac{(C_n+C_p)\,np}{(n+p)(C_nn+C_pp)}.$$

In low injection, $n\ll p$, the second term vanishes and $m=1$: the majority density $p$ is fixed, the rate is close to $C_pp^2n$, and $n$ alone varies, as $e^{v}$. In high injection the second term is $1/2$, and $m=2/3$ returns.

Between these limits $m$ need not lie between 1 and $2/3$. With $x=n/p$ and $c=C_n/C_p$, the second term is

$$\frac{(1+c)x}{(1+x)(1+cx)}=\frac{1+c}{1/x+cx+1+c}.$$

The denominator is smallest at $x=1/\sqrt c$, which can be reached in a p-type base if $c>1$. The term is then $(1+c)/(1+\sqrt c)^2$, which exceeds $1/2$. For $c=2$ it is 0.515, giving a minimum $m=0.660$, slightly below $2/3$.

## Why the fill factor is higher

Give the Auger cell a radiative partner with the same $J_L$ and the same $V_{oc}$. This fixes the partner's coefficient $B$. At open circuit each cell recombines its whole photocurrent, so the fraction lost at voltage $V$ is $r(V)=R(V)/R(V_{oc})$. In high injection $R_A=Cn(np-n_i^2)$, while $R_R=B(np-n_i^2)$. Dividing each by its value at open circuit gives

$$r_A(V)=\frac{n(V)}{n_{oc}}\,r_R(V).$$

For $0<V<V_{oc}$ the factor $n(V)/n_{oc}$ is below 1. Both cells lose the pair factor as the voltage falls, but the Auger cell also loses the third carrier. It therefore gives more current at each of these voltages.

The fill factor is

$$FF=\frac{P_{max}}{J_LV_{oc}},$$

since the short-circuit current is $J_L$ in this model. At the radiative cell's maximum-power voltage, the Auger cell already delivers more power, and its own maximum cannot be smaller. The denominators are equal, so the Auger fill factor is higher.

The argument survives doping: the factor becomes $(C_nn+C_pp)$ divided by its value at open circuit, which also rises with voltage. In low injection it is close to 1, and the advantage fades.

## The size of the gain

At the voltages that matter here $e^{-v}$ is negligible. With $v_{oc}=qV_{oc}/kT$, both cells obey

$$J=J_L\left[1-e^{(v-v_{oc})/m}\right].$$

Setting the derivative of $vJ$ to zero gives

$$e^{(v_{mp}-v_{oc})/m}\left(1+\frac{v_{mp}}m\right)=1.$$

The left side rises with $v_{mp}$, so there is one solution. Define $w=1+v_{mp}/m$ and $a=v_{oc}/m$. The condition becomes $e^{a-(w-1)}=w$, or

$$w+\ln w=1+a .$$

Thus $we^w=e^{1+a}$, so $w$ is the principal Lambert function of $e^{1+a}$. The operating point follows:

$$V_{oc}-V_{mp}=m\frac{kT}{q}\ln w,\qquad \frac{J_{mp}}{J_L}=1-\frac1w .$$

Since $V_{mp}/V_{oc}=(w-1)/a$,

$$FF=\frac{(w-1)^2}{aw}=1-\frac{1+\ln w-1/w}{a}.$$

The second form follows on replacing $a$ in the numerator of $1-FF=[aw-(w-1)^2]/(aw)$ by $w+\ln w-1$. It shows how the gain arises: a smaller $m$ raises the denominator $a$ in proportion to $1/m$, while the numerator grows roughly as a logarithm.

The trend holds for any $m$ in a diode law $J=J_L[1-(e^{v/m}-1)/(e^{a}-1)]$. At a fixed fraction $x=V/V_{oc}$, the lost fraction is $(e^{xa}-1)/(e^a-1)$. With $g(y)=y/(1-e^{-y})$, its logarithmic derivative with respect to $a$ is

$$\frac{g(xa)-g(a)}{a}.$$

The function $g$ increases for $y>0$, because the numerator of $g'$ is $1-(1+y)e^{-y}$ and $e^y>1+y$. The lost fraction therefore falls as $a$ grows, at every $x$ between 0 and 1, and the maximum of $xJ/J_L$ rises.

## A silicon cell in numbers

Take rough, round values for a thin, lightly doped silicon wafer: $T=300$ K, $W=100$ µm, $J_L=43$ mA/cm², $n_i=10^{10}$ cm⁻³ and $C=1.5\times10^{-30}$ cm⁶/s. At open circuit $Cn_{oc}^3=J_L/(qW)$, so

$$n_{oc}=\left(\frac{2.684\times10^{19}}{1.5\times10^{-30}}\right)^{1/3}\text{cm}^{-3}
=2.62\times10^{16}\ \text{cm}^{-3}.$$

With $kT/q=25.85$ mV,

$$V_{oc}=2\frac{kT}{q}\ln\frac{n_{oc}}{n_i}=0.764\ \text{V}.$$

For the Auger cell $a=44.33$ and $w=41.60$; for the radiative partner $a=29.55$ and $w=27.25$. Hence

$$FF_A=\frac{40.60^2}{44.33\times41.60}=0.894,\qquad
FF_R=\frac{26.25^2}{29.55\times27.25}=0.856 .$$

The gain is 3.8 percentage points. The Auger cell's maximum-power point lies 64 mV below $V_{oc}$, against 85 mV for the partner, and its current there is 97.6% of $J_L$, against 96.3%. Numerical maximization of the power, with the reverse processes kept, agrees with the closed formula for both cells.

The third carrier can be seen directly at 0.679 V, the partner's maximum-power voltage. The partner loses 1.578 mA/cm² there. The density ratio $n/n_{oc}$ is 0.192, so the Auger cell loses $0.192\times1.578=0.30$ mA/cm².

The partner is a construction for comparison. It needs a radiative coefficient 7.8 times the rough silicon value $B=5\times10^{-15}$ cm³/s used here. With silicon's own $B$, and every emitted photon counted as lost, the results are:

| Loss included | $V_{oc}$ (V) | $FF$ | $P_{max}$ (mW/cm²) |
|---|---:|---:|---:|
| Auger | 0.764 | 0.894 | 29.4 |
| radiation | 0.817 | 0.863 | 30.3 |
| both | 0.762 | 0.888 | 29.1 |

The radiation-limited cell has the lower fill factor and the higher power, because its open-circuit voltage is higher. Adding either loss to the other lowers the current at every positive voltage, and so lowers the maximum power.

## Where the ideal result fails

A cell can be Auger-limited at open circuit without being so at maximum power. Between these points $n$ falls from $2.62\times10^{16}$ to $7.5\times10^{15}$ cm⁻³ in the Auger cell. The ratio of radiative to Auger recombination varies as $1/n$, and rises from 0.13 to 0.44. Defect recombination with a constant lifetime $\tau$ has the high-injection rate $n/\tau$, hence $m=2$, and its ratio to the Auger rate varies as $1/n^2$. For $\tau=10$ ms that ratio rises from 0.10 to 1.17. With these defects $m$ is still 0.71 at open circuit. An ideality factor near $2/3$ at open circuit therefore does not secure the ideal fill factor.

Added one at a time to the Auger cell, the neglected effects change its fill factor of 0.894 as follows:

- Defects with a 10 ms lifetime reduce it to 0.872, the largest single change among those examined.
- A series resistance of 0.3 Ω cm² reduces it to 0.878.
- A working temperature of 330 K, with the gap and Auger coefficients held fixed, reduces it to 0.880 and $V_{oc}$ to 0.72 V. A radiative partner at the same temperature and voltage has 0.838. Silicon's measured $n_i$ rises faster with temperature than a fixed gap implies; using it gives about 0.71 V and 0.879.
- An Auger rate growing as $n^{2.9}$, matched to the original rate at $10^{16}$ cm⁻³, gives $m=2/2.9=0.69$ and a fill factor of 0.891.
- Acceptor doping of $10^{15}$ cm⁻³, with $C_n=2C_p$, changes it by less than 0.001.

Carrier screening acts in the other direction. A Debye–Hückel estimate lowers the quasi-Fermi separation at given density by an energy $\Delta\propto\sqrt n$, equal to 6.9 meV at $n_{oc}$. Then $qV=2kT\ln(n/n_i)-\Delta$, and with $R\propto n^3$,

$$m=\frac{1}{kT}\frac{d(qV)}{d\ln R}=\frac13\left(2-\frac{\Delta}{2kT}\right),$$

which is about 0.62 at open circuit. The fill factor rises to 0.897, but $V_{oc}$ falls to 0.757 V. These figures are rough: at $n_{oc}$ a sphere with a radius of one Debye length holds only about one carrier, while the Debye–Hückel theory assumes many. Degeneracy shifts $V_{oc}$ by a mere 0.02 mV.

Flat quasi-Fermi levels are also an approximation. If all pairs are created at the front and collected at the rear, diffusion needs a density difference $\Delta n=J_LW/(qD)$. For a rough ambipolar diffusivity $D=15$ cm²/s this is $1.8\times10^{14}$ cm⁻³, or 2.4% of the density at maximum power. If the voltage fixes the density at the rear, the mean density is higher by about $\Delta n/2$. This raises the Auger loss at maximum power by about 4% of itself and lowers the fill factor by less than 0.001. Below about 0.51 V the uniform model gives the wrong density, since it predicts values smaller than $\Delta n$. Recombination there is still a negligible part of $J_L$: the density nowhere exceeds $2\Delta n$, so the Auger fraction is below $(2\Delta n/n_{oc})^3\approx3\times10^{-6}$.

Set beside real silicon cells, the model's $V_{oc}$ is slightly above the roughly 0.75 V of the best devices. Its 100 µm wafer is thin, and a 10 ms lifetime requires very good material and surfaces. Real devices also have losses besides Auger recombination. With radiation, defects, doping, series resistance, screening and the weaker Auger law all included at 300 K, the model gives $V_{oc}=0.755$ V and $FF=0.85$. This takes equal electron and hole capture lifetimes of 5 ms for the defects; splitting the 10 ms as 1:9 or 9:1 moves $FF$ between 0.852 and 0.855. A purely radiative cell without resistance has 0.854 at that voltage. For these parameters the other losses roughly cancel the Auger cell's advantage over an ideal radiative cell. That comparison is uneven, since the radiative cell has been spared those losses. The cancellation is also particular to the chosen values: a series resistance of 0.1 Ω cm² gives $FF=0.864$, and a 30 ms lifetime gives 0.866, each about 0.01 above the ideal radiative value. The best silicon cells report fill factors of about 0.86 to 0.87 near 0.75 V, above the $m=1$ limit of 0.854. The remaining values are in the numerical output.

## Numbers as computed

```
T = 300 K, kT/q = 25.852 mV, gap used = 1.128 eV
ni = 1.0e+10 cm^-3, band density = 3.0e+19 cm^-3
C_n = 1.0e-30, C_p = 5.0e-31, sum = 1.5e-30 cm^6/s
thickness = 100 um, J_L = 43.0 mA/cm^2
generation rate J_L/(qW) = 2.684e+19 cm^-3 s^-1
state sum: m = 0.6667, spread of C = 0.008 %
m from Voc against light: Auger 0.6667, radiative 1.0000
Voc gain on doubled light: Auger 11.95 mV, radiative 17.92 mV
p-type 1e16 cm^-3: m low 1.0000, high 0.6667, min 0.6602
rate left after V drops by kT/q: Auger 0.223, rad 0.368
common Voc = 0.7640 V, n at Voc = 2.616e+16 cm^-3
partner B = 3.923e-14 cm^3/s = 7.85 x silicon B 5.0e-15
Auger: a = 44.331, w = 41.603, FF = 0.8939
  Vmp = 0.6998 V, Voc-Vmp = 64.3 mV
  Jmp = 41.97 mA/cm^2, Jmp/J_L = 0.9760
  Vmp/Voc = 0.9159, Pmax = 29.37 mW/cm^2
radiative: a = 29.554, w = 27.249, FF = 0.8556
  Vmp = 0.6786 V, Voc-Vmp = 85.4 mV
  Jmp = 41.42 mA/cm^2, Jmp/J_L = 0.9633
  Vmp/Voc = 0.8882, Pmax = 28.11 mW/cm^2
FF gain = 3.83 percentage points
n at Auger maximum power = 7.548e+15 cm^-3
lost at 0.6786 V: Auger 0.302, rad 1.578 mA/cm^2
n/n_oc at that voltage = 0.1916
Same silicon, own B:  Voc (V), FF, Pmax (mW/cm^2)
  Auger only: 0.7640, 0.8939, 29.37
  radiation only: 0.8173, 0.8627, 30.32
  both: 0.7619, 0.8875, 29.08
One effect added to the Auger cell:  Voc (V), FF
  radiative loss: 0.7619, 0.8875
  defects, 10 ms: 0.7623, 0.8719
  doping 1e15 cm^-3: 0.7641, 0.8942
  series 0.3 ohm cm2: 0.7640, 0.8778
  carrier screening: 0.7571, 0.8973
  Auger ~ n^2.9: 0.7657, 0.8913
  330 K: 0.7195, 0.8804
largest single change of FF: defects, 10 ms
radiative partner at 330 K, same Voc: FF = 0.8380
all effects at 300 K: Voc = 0.7549 V, FF = 0.8535
ideal radiative cell at that Voc: FF = 0.8543
radiative/Auger rate: at Voc 0.127, at max power 0.442
defect/Auger rate: at Voc 0.097, at max power 1.170
screening shift at Voc = 6.88 mV
degeneracy shift at Voc = 0.0159 mV
density step to carry J_L (D = 15 cm^2/s) = 1.79e+14 cm^-3
  = 2.37 % of n at maximum power
```
